# Void growth at the blocked end of a tensile interconnect line

A metal line of uniform cross-section \(A\) occupies \(x>0\) and is long enough to be treated as semi-infinite. It is held in a stiff surrounding and carries a uniform tension \(\sigma_T\), left by cooling. At \(t=0\) a void opens across its end at \(x=0\). Behind the void lies a barrier that atoms do not cross, so the void can exchange atoms with the line alone. A steady current flows, carried past the void by a thin conducting liner, with the electrons moving away from the void, towards \(+x\).

The stress \(\sigma\) is positive in tension. Each atom has volume \(\Omega\) and effective diffusivity \(D\), and feels an electron-wind force

\[
F=Ze\rho j ,
\]

where \(Z\) is the magnitude of the effective charge number, \(\rho\) the resistivity and \(j\) the current density. Along the line \(D\), \(F\) and the temperature \(T\) are constant. The void edge is free of stress. The questions lead from the force on one atom to the void volume, and then to a copper line.

## (a) What equation governs the stress?

**Question.** Find the atomic flux \(J\) and the equation for \(\sigma(x,t)\). Where does the wind force appear?

**Solution.** When an atom is inserted into a grain boundary or interface, it pushes the neighbouring material apart by a volume \(\Omega\). A tension \(\sigma\) does the work \(\Omega\sigma\) in this displacement, so the chemical potential is lowered:

\[
\mu=\mu_0-\Omega\sigma .
\]

The total force on an atom along \(+x\) is

\[
-\frac{\partial\mu}{\partial x}+F=\Omega\frac{\partial\sigma}{\partial x}+F .
\]

Atoms therefore drift towards higher tension. By the Einstein relation their mobility is \(D/kT\). With \(C\) atoms per unit volume of line, the flux is \(C\) times mobility times force. Since the elastic strains are small, \(C\) may be replaced here by \(1/\Omega\):

\[
J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\]

Atoms are conserved, so \(\partial C/\partial t=-\partial J/\partial x\). Because the surrounding holds the volume of the line, adding atoms reduces the tension. The effective modulus \(B\) of the confined line is defined by

\[
d\sigma=-B\,\frac{dC}{C}.
\]

Using \(C\simeq1/\Omega\) once more,

\[
\frac{\partial\sigma}{\partial t}
=-B\Omega\frac{\partial C}{\partial t}
=B\Omega\frac{\partial J}{\partial x}.
\]

The derivative of the constant \(F\) vanishes, which leaves

\[
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},
\qquad
\kappa=\frac{DB\Omega}{kT}.
\]

A uniform wind carries as many atoms into each slice of line as out of it, so it is absent from the equation inside the line. It remains in the flux, and hence in any condition placed on the flux at an end.

## (b) How does the tension relax?

**Question.** Solve for \(\sigma(x,t)\) and find its gradient at the void edge.

**Solution.** The conditions are \(\sigma(0,t)=0\) and \(\sigma(x,0)=\sigma_T\), with \(\sigma\to\sigma_T\) far away. The edge is kept at \(x=0\) although the void grows, which requires the void to be much shorter than the relaxed region.

These conditions contain no length, so we try a function of one dimensionless variable,

\[
\sigma=f(\eta),\qquad \eta=\frac{x}{2\sqrt{\kappa t}} .
\]

Its derivatives are

\[
\frac{\partial\eta}{\partial t}=-\frac{\eta}{2t},\qquad
\frac{\partial\eta}{\partial x}=\frac{1}{2\sqrt{\kappa t}},
\]

and the diffusion equation becomes

\[
-\frac{\eta}{2t}f'=\kappa\,\frac{f''}{4\kappa t}
\quad\Longrightarrow\quad
f''+2\eta f'=0 .
\]

Hence \(f'=c\,e^{-\eta^2}\) with a constant \(c\). With \(f(0)=0\), integration gives

\[
f(\eta)=c\int_0^\eta e^{-s^2}ds=\frac{c\sqrt\pi}{2}\,\mathrm{erf}(\eta).
\]

Both \(t\to0\) at fixed \(x>0\) and \(x\to\infty\) at fixed \(t\) mean \(\eta\to\infty\), where \(\mathrm{erf}\to1\). One choice, \(c=2\sigma_T/\sqrt\pi\), thus satisfies both remaining conditions:

\[
\sigma(x,t)=\sigma_T\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{\kappa t}}\right).
\]

The gradient at the edge is

\[
\left.\frac{\partial\sigma}{\partial x}\right|_{0}
=\frac{f'(0)}{2\sqrt{\kappa t}}
=\frac{\sigma_T}{\sqrt{\pi\kappa t}} .
\]

The relaxed region reaches a distance of order \(\sqrt{\kappa t}\) into the line, with or without current.

## (c) What is the void volume?

**Question.** Find \(V(t)\), taking \(V(0)=0\).

**Solution.** Each atom that leaves the stress-free edge adds \(\Omega\) to the void, so \(dV/dt=A\Omega J(0,t)\). Inserting the edge gradient into the flux gives

\[
\frac{1}{A}\frac{dV}{dt}
=\frac{D\Omega}{kT}\,\frac{\sigma_T}{\sqrt{\pi\kappa t}}+\frac{DF}{kT}.
\]

The definition of \(\kappa\) gives \(D\Omega/kT=\kappa/B\). The second term is the drift velocity of an atom under the wind,

\[
v=\frac{DF}{kT}.
\]

The first term diverges at \(t=0\), because the tension initially drops to zero over no distance, but its integral is finite:

\[
\frac{\kappa\sigma_T}{B\sqrt{\pi\kappa}}\int_0^t\frac{dt'}{\sqrt{t'}}
=\frac{\kappa\sigma_T}{B\sqrt{\pi\kappa}}\,2\sqrt t
=\frac{2\sigma_T}{B}\sqrt{\frac{\kappa t}{\pi}} .
\]

The void volume is therefore

\[
\boxed{\,V(t)=A\left[\frac{2\sigma_T}{B}\sqrt{\frac{\kappa t}{\pi}}+vt\right]\,}
\]

If \(\sigma_T=0\), the void grows at the constant velocity \(v\). If \(j=0\), it still grows, by stress relaxation. Writing out \(\kappa\) shows how the terms depend on the material:

\[
\frac{2\sigma_T}{B}\sqrt{\frac{\kappa t}{\pi}}
=2\sigma_T\sqrt{\frac{D\Omega t}{\pi BkT}},
\qquad
vt=\frac{DZe\rho j}{kT}\,t .
\]

The relaxation term does not contain the current, and the wind term contains neither the tension nor the modulus.

## (d) Where do the atoms go?

**Question.** Account for the atoms that leave the void in each term.

**Solution.** When the tension at \(x\) falls from \(\sigma_T\) to \(\sigma\), the line takes up extra atoms of volume fraction \((\sigma_T-\sigma)/B\). The room made per unit cross-section is

\[
\int_0^\infty\frac{\sigma_T-\sigma}{B}\,dx
=\frac{\sigma_T}{B}\,2\sqrt{\kappa t}\int_0^\infty\left[1-\mathrm{erf}(\eta)\right]d\eta .
\]

Integrate by parts. The boundary term \(\eta[1-\mathrm{erf}(\eta)]\) vanishes at both limits, and the derivative of \(\mathrm{erf}\) is \(2e^{-\eta^2}/\sqrt\pi\), so

\[
\int_0^\infty\left[1-\mathrm{erf}(\eta)\right]d\eta
=\frac{2}{\sqrt\pi}\int_0^\infty\eta\,e^{-\eta^2}d\eta=\frac{1}{\sqrt\pi}.
\]

The room made equals the square-root term. Those atoms stay in the line, within a few times \(\sqrt{\kappa t}\) of the void. The linear term is matter carried through the line: far from the void the stress gradient is zero, and the wind takes a volume \(vt\) per unit cross-section past any distant section.

## (e) Which term dominates, and what if the current is reversed?

**Question.** Find the time at which the terms are equal. Then treat a current that drives electrons towards the void from \(t=0\), and a void in the middle of a long line.

**Solution.** Let \(\ell=V/A\) be the void length and write

\[
\ell=a\sqrt t+vt,\qquad a=\frac{2\sigma_T}{B}\sqrt{\frac{\kappa}{\pi}} .
\]

The terms are equal when \(a\sqrt{t_c}=vt_c\), that is, at

\[
t_c=\frac{a^2}{v^2}=\frac{4\sigma_T^2\kappa}{\pi B^2v^2}.
\]

Relaxation dominates before \(t_c\) and the wind after it. This affects how the time to reach a given length \(\ell\) depends on current. Well before \(t_c\), \(t\simeq\ell^2/a^2\), which is independent of \(j\). Well after it, \(t\simeq\ell/v\), which is proportional to \(1/j\) at fixed temperature.

With the electrons flowing towards the void, \(F\) changes sign. The stress profile is unchanged, and

\[
\ell=a\sqrt t-vt,\qquad
\frac{d\ell}{dt}=\frac{a}{2\sqrt t}-v ,
\]

where \(v\) still denotes the positive magnitude. Growth stops when \(\sqrt t=a/2v\), at \(t=t_c/4\), where

\[
\ell_{\max}=\frac{a^2}{2v}-\frac{a^2}{4v}=\frac{a^2}{4v}=\frac{vt_c}{4}.
\]

The void then shrinks and closes at \(t=t_c\). Beyond that time there is no free edge to hold \(\sigma=0\), and the solution no longer applies.

A void in mid-line is fed from two sides. On one side the wind removes atoms from the edge, and on the other it delivers them at the same rate. The volumes add to

\[
V_{\text{mid}}=A\left[(a\sqrt t+vt)+(a\sqrt t-vt)\right]=2Aa\sqrt t .
\]

The linear term thus belongs to a void at a blocked end. In mid-line a uniform wind does not change the volume in this model.

## (f) When does a finite line stop the growth?

**Question.** Let the line end at \(x=L\) in a second blocking barrier. Find the final volume.

**Solution.** In the final state no atoms move, so \(J=0\) throughout. The flux law and \(\sigma(0)=0\) then give

\[
\frac{\partial\sigma}{\partial x}=-\frac{F}{\Omega},\qquad
\sigma(x)=-\frac{F}{\Omega}x .
\]

The line is now compressed, most strongly at the far end. No atom has left it, so the balance of part (d) gives the whole void:

\[
\frac{V_{\text{sat}}}{A}=\int_0^L\frac{\sigma_T-\sigma}{B}\,dx
=\frac{\sigma_TL}{B}+\frac{FL^2}{2\Omega B}.
\]

The law of part (c) holds for \(t\ll L^2/\kappa\), before the influence of the blocked far end has spread back to the void and weakened the outflow.

## (g) How large is the void in a copper line under test?

**Question.** A copper damascene line, 100 nm wide and 200 nm high, is tested at 573 K and 2 MA/cm². Take \(\sigma_T=200\) MPa, \(B=30\) GPa, \(\Omega=0.0118\) nm³, \(D=2\times10^{-13}\) cm²/s, \(Z=1\) and \(\rho=4\) µΩ cm. Find the void after 100 h.

**Solution.** The field \(\rho j\) is 800 V/m, so \(F=8.0\times10^{-7}\) eV/nm. With \(kT=0.04938\) eV and \(D=0.072\) µm²/h,

\[
v=0.072\ \frac{\mu\mathrm m^2}{\mathrm h}\times
\frac{8.0\times10^{-4}\ \mathrm{eV}/\mu\mathrm m}{0.04938\ \mathrm{eV}}
=1.17\times10^{-3}\ \frac{\mu\mathrm m}{\mathrm h},
\]

or 1.17 nm/h. The ratio \(B\Omega/kT\) is 44.75, hence \(\kappa=44.75\times0.072=3.22\) µm²/h. After 100 h, \(\sqrt{\kappa t}=17.95\) µm. With \(\sigma_T/B=0.00667\),

\[
\frac{2\sigma_T}{B}\sqrt{\frac{\kappa t}{\pi}}
=\frac{2\times0.00667\times17.95\ \mu\mathrm m}{\sqrt\pi}
=0.135\ \mu\mathrm m .
\]

| Time (h) | Relaxation (nm) | Wind (nm) | Void length (nm) |
|---|---|---|---|
| 1 | 13.5 | 1.2 | 14.7 |
| 10 | 42.7 | 11.7 | 54.4 |
| 100 | 135.0 | 116.7 | 251.7 |

Multiplied by the cross-section of 20,000 nm², the length at 100 h gives \(5.0\times10^6\) nm³, or 0.0050 µm³. A finite-volume calculation that follows the atom concentration from the flux law, without using the error function, gives 251.67 nm against 251.68 nm from the formula. Its stress profile differs from that of part (b) by at most \(1.9\times10^{-5}\,\sigma_T\).

The terms become equal at \(t_c=134\) h, so relaxation still supplies slightly more than half of the void at 100 h. The mean growth rate up to then, 2.5 nm/h, is about twice the drift velocity. Reading it as \(v\) would overestimate the product \(DZ\) by the same factor. With the current reversed, the void would reach 39 nm at 33.5 h and close at 134 h. In mid-line, the two sides together would give 270 nm at 100 h.

For a line of 50 µm with a blocked far end, the final length is \(333+453=786\) nm. This assumes that the line and its surroundings can hold the final compression, which reaches 543 MPa at the far end, without yielding or cracking. The time \(L^2/\kappa\) is about 780 h, so at 100 h the far end should matter little. The numerical solution finds the void 1.2% shorter than in the semi-infinite line.

## (h) How far can these numbers be trusted?

**Question.** Estimate the main neglected effects at 100 h, and carry the result to ten years at 378 K.

**Solution.** Tension eases the formation of vacancies. If this makes \(D\) proportional to \(\exp(\Omega\sigma/kT)\), then \(\Omega\sigma_T/kT=0.298\) and \(D\) is 1.35 times larger at the initial tension than at zero stress. The wind flux is then no longer uniform, and the stress equation has to be solved numerically. Relative to the constant-\(D\) void, the length changes by +11% if the quoted \(D\) belongs to zero stress, and by −11% if it belongs to the initial tension.

A curved void edge is not free of stress. For surface energy \(\gamma\) and a cylindrical edge of radius \(r\), with the void bulging into the metal, capillarity holds the edge at the tension \(\sigma_v=\gamma/r\). With \(\gamma=1.7\) J/m² and \(r\) equal to half the width, \(\sigma_v=34\) MPa. The difference \(\sigma-\sigma_v\) obeys the same equation, with initial value \(\sigma_T-\sigma_v\), so the relaxation term falls by \(34/200=17\%\). This removes 23 nm, or 9% of the whole length. A flat edge would have no such correction.

The liner heats where it carries the current past the void. For a liner 5 nm thick with a resistivity of 200 µΩ cm, lining the bottom and both sidewalls, the stretch across the void has a resistance of about 200 Ω at 100 h, twice that of a 50 µm copper line, so a real test line would count as failed well before then. If all of this Joule heat entered the copper, the copper would warm by roughly 5 to 20 K within a few micrometres of the void, depending on how well the surroundings conduct heat. This is an upper estimate, since part of the heat leaves the liner directly, and the liner itself runs tens of kelvin hotter or more. The rise is smaller earlier, because the heated length of liner grows with the void. For rises from 5 K decaying over about 1 µm to 20 K decaying over about 4 µm, faster diffusion there would add about 0.5 to 7% to the length. The temperature gradient also exerts a force on the atoms: for a rise that grows with the void to 15 K at 100 h, and a heat of transport of 0.1 eV, it would change the length by roughly another 6%, up or down with the sign of the heat of transport. The receding edge and the changed atomic density together change it by no more than about 0.2%. At early times the shape of the void matters: for the first 45 s or so, \(\sqrt{\kappa t}\) is shorter than the line height, and a void covering only part of the end would have a clearly smaller volume than the one-dimensional law gives. The relative shortfall then fades gradually: for a void covering half the end, the relaxation term is about 18% short at 45 s and about 2% short at a hundred times that. These figures assume equal diffusion in all directions; in real copper lines atoms move mainly along interfaces and grain boundaries, so they are only indicative.

These parameters are rough typical values for copper lines in accelerated tests, and \(D\) is the least certain. Doubling it multiplies the relaxation term by \(\sqrt2\) and the wind term by 2, which gives \(191+233=424\) nm in place of 252 nm. This outweighs each correction above. Real lines also depart from the uniform initial tension: if current flows before the void opens, it has already raised the tension near a blocked end that the electrons leave. Because this rise is confined to the region near the end, it adds less than an equal rise along the whole line. A rise of 20 MPa at the end adds about 1 nm by 100 h, whereas a 10% higher \(\sigma_T\) throughout adds 13.5 nm, or 5%. The chosen 200 MPa may be high for 573 K, since tension left by cooling is small near the processing temperature; 100 MPa would halve the relaxation term to 67.5 nm.

For use at 378 K, hold \(\sigma_T\), \(B\), \(\rho\), \(Z\) and \(j\) fixed and assume an activation energy of 0.9 eV. The diffusivity falls to \(1.65\times10^{-17}\) cm²/s. Both \(\kappa\) and \(v\) scale as \(D/T\), so temperature rescales time by the factor

\[
\frac{1.65\times10^{-17}}{2.0\times10^{-13}}\times\frac{573}{378}
=1.25\times10^{-4}.
\]

Ten years, about 87,700 h, correspond to 11 h of the test. The void length is then \(44.7+12.8=57.5\) nm, and more than three quarters of it comes from relaxation. If 200 MPa is right at 573 K, holding \(\sigma_T\) fixed makes the relaxation term too small, because tension left by cooling is larger at 378 K. If it rose by 0.5 MPa for each kelvin of cooling, for example, it would reach 298 MPa and the void length would be 79 nm. That slope, however, would put zero stress at 973 K, well above usual processing temperatures. With zero stress at 673 K instead, the same slope gives 148 MPa at 378 K and a void of 46 nm. The resistivity is also lower at 378 K, which reduces the wind term. The test at 100 h has nearly equal terms, while the line in use is still well before its own crossover. Scaling the tested lifetime as \(1/j\) would therefore misjudge this case, since most of the void would form without any current.

The estimate depends strongly on the activation energy: a change of 0.1 eV alters \(D\) at 378 K by a factor of about 2.8 when its value at 573 K is held fixed. The numerical output below lists the remaining inputs and intermediate values.

## Numbers as computed

```
temperature: 573 K
line width, height: 100, 200 nm
cross-section: 20000 nm2
initial tension: 200 MPa
effective modulus: 30 GPa
atomic volume: 0.0118 nm3
diffusivity: 2.0e-13 cm2/s
effective charge number (magnitude): 1.0
resistivity: 4.0 uohm cm
current density: 2.0 MA/cm2
thermal energy kT: 0.04938 eV
wind force F: 8.000e-07 eV/nm
wind stress gradient F/Omega: 10.862 MPa/um
sigma_T/B: 0.00667 (no unit)
B Omega/kT: 44.75 (no unit)
stress diffusivity kappa: 3.222 um2/h
drift velocity v: 1.1665 nm/h
t = 1 h: relaxation 13.50, wind 1.17, sum 14.67, simulated 14.67 nm
t = 10 h: relaxation 42.70, wind 11.67, sum 54.36, simulated 54.36 nm
t = 100 h: relaxation 135.02, wind 116.65, sum 251.68, simulated 251.67 nm
void volume at 100 h: 5.034e+06 nm3 = 0.00503 um3
sqrt(kappa t) at 100 h: 17.95 um
largest profile error / sigma_T: 1.9e-05 (no unit)
simulated, tension only: 135.01 nm
simulated, wind only: 116.65 nm
room made by relaxing line (quadrature): 135.02 nm
crossover (closing) time: 134.0 h
reversed current, time of largest void: 33.5 h
reversed current, largest void length: 39.07 nm
mid-line void at 100 h, simulated: 270.03 nm
finite line length: 50 um
final void length: tension part 333.3, wind part 452.6, sum 785.9 nm
final void length, simulated: 785.9 nm
Omega sigma_T/kT: 0.298 (no unit)
D ratio, initial tension to zero stress: 1.348 (no unit)
surface energy: 1.7 J/m2
capillary tension, edge radius half the width: 34.0 MPa
Change of void length at 100 h from neglected effects:
  D rises with tension, D given at zero stress: +11.44 %
  D rises with tension, D given at initial tension: -10.59 %
  capillary tension at void edge: -9.12 %
  blocked far end of finite line: -1.18 %
  moving edge and finite strain: +0.16 %
time to equalize stress over height: 44.7 s
use temperature: 378 K
activation energy: 0.9 eV
use time: 10 years
diffusivity at use: 1.65e-17 cm2/s
void length at use: relaxation 44.7, wind 12.8, sum 57.5 nm
```
